**Symmetry and spin in Davidson iteration for CH**

The program tests which symmetries a Davidson iteration keeps, using a three-electron CI model of CH with 14 active orbitals. `H` is the CI matrix, `D` its determinant diagonal, `Dbar` the average of `D` over each spatial occupation, `S2` the operator $S^2/\hbar^2$, and `swap` the reflection exchanging $x$ and $y$. It asserts that `D` commutes with `swap` but not with `S2`, and that `Dbar` commutes with `S2`. It also asserts the three-open-shell energies, the quartet-leak formula and the bound on the quartet weight, each against the explicit matrices or the iteration history. From one $^2\Sigma^-$ guess, the run with `D` ends at the $^4\Sigma^-$ level, while the runs with `Dbar` and with a spin penalty end at $^2\Sigma^-$. A slightly impure guess slides to the quartet even with `Dbar`. At $M_S=0$, `D` couples singlets to quintets but not to triplets, and a singlet run for the cation misses a triplet 3.14 eV lower.

## Numerical verification

```python
# Result under test: a Davidson iteration keeps every symmetry shared by the
# guess, the Hamiltonian H and the preconditioner diagonal D. The determinant
# diagonal D keeps mirror symmetry but not S^2, so a doublet guess can slide to
# a quartet; a diagonal averaged over each spatial occupation keeps S^2.
# Symbols: theta = Ritz value, r = (H - theta)x, S2 = S^2/hbar^2,
# J, K = Coulomb and exchange integrals, swap = reflection exchanging x and y.
# System: CH, two frozen sigma orbitals, all other orbitals active.
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo

EV = physical_constants['Hartree energy in eV'][0]
norm = np.linalg.norm


def string_operators(n, k):
    """Matrices of a+_p a_q between k-electron strings of one spin."""
    strings = list(combinations(range(n), k))
    where = {s: i for i, s in enumerate(strings)}
    E = np.zeros((n, n, len(strings), len(strings)))
    for j, occ in enumerate(strings):
        for i, q in enumerate(occ):
            rest = occ[:i] + occ[i + 1:]
            for p in range(n):
                if p not in rest:
                    new = tuple(sorted(rest + (p,)))
                    E[p, q, where[new], j] = (-1) ** (i + new.index(p))
    return strings, E


class CI:
    """Full CI matrices for na spin-up and nb spin-down electrons."""

    def __init__(self, h, g, na, nb):
        n = len(h)
        self.sa, A = string_operators(n, na)
        self.sb, B = string_operators(n, nb)
        la, lb = len(self.sa), len(self.sb)
        dim = la * lb

        def one_spin(E):
            G = np.tensordot(g, E, axes=([2, 3], [0, 1]))
            h_mod = h - 0.5 * np.einsum('pqqs->ps', g)
            M = np.tensordot(h_mod, E, axes=2)
            M = M + 0.5 * np.tensordot(E, G, axes=([0, 1, 3], [0, 1, 2]))
            return M, G

        Ha, _ = one_spin(A)
        Hb, Gb = one_spin(B)
        mixed = np.tensordot(A, Gb, axes=([0, 1], [0, 1]))
        self.H = (np.kron(Ha, np.eye(lb)) + np.kron(np.eye(la), Hb)
                  + mixed.transpose(0, 2, 1, 3).reshape(dim, dim))
        ms = 0.5 * (na - nb)
        flip = np.tensordot(A, B, axes=([0, 1], [1, 0]))
        self.S2 = ((ms * (ms + 1) + nb) * np.eye(dim)
                   - flip.transpose(0, 2, 1, 3).reshape(dim, dim))
        self.occ = np.zeros((dim, n), dtype=int)
        for i, a in enumerate(self.sa):
            for j, b in enumerate(self.sb):
                self.occ[i * lb + j, list(a)] += 1
                self.occ[i * lb + j, list(b)] += 1
        self.D = np.diag(self.H).copy()
        inv = np.unique(self.occ, axis=0, return_inverse=True)[1].ravel()
        self.Dbar = (np.bincount(inv, self.D) / np.bincount(inv))[inv]

    def index(self, a, b):
        return self.sa.index(a) * len(self.sb) + self.sb.index(b)

    def sector(self, par_x, par_y, want_x, want_y):
        px = np.prod(par_x ** self.occ, axis=1)
        py = np.prod(par_y ** self.occ, axis=1)
        return np.flatnonzero((px == want_x) & (py == want_y))


def expectations(M, idx, vecs):
    return np.einsum('ik,ik->k', vecs, M[np.ix_(idx, idx)] @ vecs)


def precondition(r, diag, theta):
    d = diag - theta
    return r / np.where(abs(d) < 1e-2, 1e-2, d)


def davidson(H, S2, diag, guess, tol=1e-6, maxit=80):
    V = (guess / norm(guess))[:, None]
    history = []
    while True:
        HV = H @ V
        ritz, c = np.linalg.eigh(V.T @ HV)
        x = V @ c[:, 0]
        r = HV @ c[:, 0] - ritz[0] * x
        history.append((ritz[0], norm(r), x @ S2 @ x))
        if norm(r) < tol or len(history) == maxit:
            return x, np.array(history)
        t = precondition(r, diag, ritz[0])
        for _ in range(3):
            t = t / norm(t)
            t = t - V @ (V.T @ t)
        V = np.column_stack([V, t / norm(t)])


# ---- orbitals and integrals ----
bond = 1.10
mol = gto.M(atom=f'C 0 0 0; H 0 0 {bond}', basis='6-31g*', spin=3,
            symmetry='C2v', verbose=0)
mf = scf.ROHF(mol)
mf.irrep_nelec = {'A1': (3, 2), 'B1': (1, 0), 'B2': (1, 0)}
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
C_all, occ_mo = np.array(mf.mo_coeff), np.array(mf.mo_occ)
S = mol.intor('int1e_ovlp')
names = [(lab[0], lab[2], lab[3]) for lab in mol.ao_labels(fmt=None)]
sign_x = np.array([-1.0 if m in ('x', 'xy', 'xz') else 1.0
                   for _, _, m in names])
sign_y = np.array([-1.0 if m in ('y', 'xy', 'yz') else 1.0
                   for _, _, m in names])
partner = {'x': 'y', 'y': 'x', 'xz': 'yz', 'yz': 'xz'}
P = np.zeros_like(S)
for i, (atom, shell, m) in enumerate(names):
    P[names.index((atom, shell, partner.get(m, m))), i] = \
        -1.0 if m == 'x2-y2' else 1.0


def parity(C, sign):
    value = np.diag(C.T @ S @ (sign[:, None] * C))
    assert np.allclose(abs(value), 1, atol=1e-8)
    return np.rint(value).astype(int)


px_all, py_all = parity(C_all, sign_x), parity(C_all, sign_y)
core = np.flatnonzero(occ_mo > 1.5)
opened = sorted(np.flatnonzero(abs(occ_mo - 1) < 0.1),
                key=lambda i: (px_all[i] * py_all[i] < 0, py_all[i] < 0))
virtual = np.flatnonzero(occ_mo < 0.5)
active = np.array(list(opened) + list(virtual))
C = C_all[:, active]
px, py = px_all[active], py_all[active]
n = len(active)
dm_core = 2 * C_all[:, core] @ C_all[:, core].T
vj, vk = scf.hf.get_jk(mol, dm_core)
hcore = mf.get_hcore()
fock_core = hcore + vj - 0.5 * vk
E_core = mol.energy_nuc() + 0.5 * np.sum(dm_core * (hcore + fock_core))
h = C.T @ fock_core @ C
g = ao2mo.restore(1, ao2mo.kernel(mol, C), n)

# ---- three active electrons, M_S = hbar/2 ----
ci = CI(h, g, 2, 1)
U = C.T @ S @ P @ C


def string_rotation(strings):
    s = np.array(strings)
    return np.linalg.det(U[s[:, None, :, None], s[None, :, None, :]])


swap = np.kron(string_rotation(ci.sa), string_rotation(ci.sb))


def diag_commutator(M, d):
    return abs(M * (d[None, :] - d[:, None])).max()


comm_H_S2 = abs(ci.H @ ci.S2 - ci.S2 @ ci.H).max()
comm_H_swap = abs(ci.H @ swap - swap @ ci.H).max()
comm_D_S2 = diag_commutator(ci.S2, ci.D)
comm_Dbar_S2 = diag_commutator(ci.S2, ci.Dbar)
comm_D_swap = diag_commutator(swap, ci.D)
assert comm_H_S2 < 1e-9 and comm_H_swap < 1e-7
assert comm_D_swap < 1e-7 and comm_Dbar_S2 < 1e-10 and comm_D_S2 > 1e-3

# ---- the three determinants of sigma pi_x pi_y ----
three = [ci.index((1, 2), (0,)), ci.index((0, 2), (1,)),
         ci.index((0, 1), (2,))]
J = np.einsum('iijj->ij', g)
K = np.einsum('ijji->ij', g)
Ksx, Ksy, Kxy = K[0, 1], K[0, 2], K[1, 2]
E_c = h[0, 0] + h[1, 1] + h[2, 2] + J[0, 1] + J[0, 2] + J[1, 2]
assert np.allclose(ci.D[three], E_c - np.array([Kxy, Ksy, Ksx]), atol=1e-9)
block_e, block_v = np.linalg.eigh(ci.H[np.ix_(three, three)])
root = np.sqrt(Ksx**2 + Ksy**2 + Kxy**2 - Ksx*Ksy - Ksx*Kxy - Ksy*Kxy)
formula = np.sort([E_c - Ksx - Ksy - Kxy, E_c - root, E_c + root])
assert np.allclose(block_e, formula, atol=1e-9)
s2_block = expectations(ci.S2, three, block_v)
swap_block = expectations(swap, three, block_v)
iq = int(np.argmax(s2_block))
assert abs(block_e[iq] + E_core - mf.e_tot) < 1e-8
idb = int(np.argmin(abs(s2_block - 0.75) + abs(swap_block + 1)))
guess = np.zeros(len(ci.D))
guess[three] = block_v[:, idb]
assert abs(guess @ ci.S2 @ guess - 0.75) < 1e-9

# quartet amplitude made from a doublet residual on two determinants
q = block_v[:, iq]
res = np.sqrt(1.5) * np.array([q[0], -q[1], 0.0])
assert abs(res @ ci.S2[np.ix_(three, three)] @ res - 0.75) < 1e-9
t3 = res / (ci.D[three] - block_e[iq])
amp = q @ t3
amp_formula = (Kxy - Ksy) / (np.sqrt(6) * (Ksx + Ksy) * (Ksx + Kxy))
assert abs(amp - amp_formula) < 1e-7 * max(1, abs(amp))
three_weight = amp**2 / (t3 @ t3)

# ---- reference levels by dense diagonalization ----
lowest = {}
for label, wx, wy in (('A1', 1, 1), ('A2', -1, -1),
                      ('x-odd', -1, 1), ('y-odd', 1, -1)):
    idx = ci.sector(px, py, wx, wy)
    e, v = np.linalg.eigh(ci.H[np.ix_(idx, idx)])
    s2 = expectations(ci.S2, idx, v)
    lowest[label] = (e[0], s2[0])
    if label == 'A2':
        eA2, sA2, rA2 = e, s2, expectations(swap, idx, v)
        dimA2 = len(idx)
E_quartet = eA2[(sA2 > 3) & (rA2 < -0.9)][0]
E_sigma = eA2[(sA2 < 1.5) & (rA2 < -0.9)][0]
E_delta = eA2[(sA2 < 1.5) & (rA2 > 0.9)][0]
E_lowest = min(e for e, _ in lowest.values())

# ---- first correction vector ----
theta0 = guess @ ci.H @ guess
r0 = ci.H @ guess - theta0 * guess


def quartet_weight(t):
    return (t @ ci.S2 @ t / (t @ t) - 0.75) / 3


w_r = quartet_weight(r0)
w_det = quartet_weight(precondition(r0, ci.D, theta0))
w_avg = quartet_weight(precondition(r0, ci.Dbar, theta0))
assert abs(w_r) < 1e-10 and abs(w_avg) < 1e-10 and w_det > 1e-8

# ---- four Davidson runs ----
x_det, run_det = davidson(ci.H, ci.S2, ci.D, guess)
x_avg, run_avg = davidson(ci.H, ci.S2, ci.Dbar, guess)
seed = 1e-3
impure = guess.copy()
impure[three] += seed * q
x_imp, run_imp = davidson(ci.H, ci.S2, ci.Dbar, impure)
lam = 0.2
H_pen = ci.H + lam * (ci.S2 - 0.75 * np.eye(len(guess)))
x_pen, run_pen = davidson(H_pen, ci.S2, np.diag(H_pen), guess)
for run in (run_det, run_avg, run_imp, run_pen):
    assert run[-1, 1] < 1e-6
    assert min(abs(eA2 - run[-1, 0])) < 1e-6
assert abs(run_det[-1, 0] - E_quartet) < 1e-8
assert abs(run_det[-1, 2] - 3.75) < 1e-6
assert abs(run_avg[-1, 0] - E_sigma) < 1e-8
assert abs(run_avg[:, 2] - 0.75).max() < 1e-7
assert abs(x_avg @ swap @ x_avg + 1) < 1e-7
assert E_lowest < E_sigma - 1e-3
assert abs(run_imp[-1, 0] - E_quartet) < 1e-8
assert 3 * lam > E_sigma - E_quartet
assert abs(run_pen[-1, 0] - E_sigma) < 1e-8
assert abs(run_pen[-1, 2] - 0.75) < 1e-6

# wrong-spin weight is bounded by (residual / distance to quartets)^2
quartets = eA2[sA2 > 3]
for e, rn, s2 in run_det:
    gap = min(abs(quartets - e))
    assert (s2 - 0.75) / 3 * gap**2 <= rn**2 * (1 + 1e-6) + 1e-13
turn = int(np.argmax(run_det[:, 2] > 2.25))
best = int(np.argmin(run_det[:turn, 1]))
gap_best = min(abs(quartets - run_det[best, 0]))

# ---- M_S = 0: two active electrons (cation) ----
cat = CI(h, g, 1, 1)
guess2 = np.zeros(len(cat.D))
guess2[cat.index((0,), (1,))] = guess2[cat.index((1,), (0,))] = 1.0
x_cat, run_cat = davidson(cat.H, cat.S2, cat.D, guess2)
idx = cat.sector(px, py, -1, 1)
e2, v2 = np.linalg.eigh(cat.H[np.ix_(idx, idx)])
s2 = expectations(cat.S2, idx, v2)
E_trip, E_sing = e2[s2 > 1][0], e2[s2 < 1][0]
assert abs(run_cat[:, 2]).max() < 1e-7
assert abs(run_cat[-1, 0] - E_sing) < 1e-8 and E_trip < E_sing - 1e-3

# ---- M_S = 0: four electrons in six orbitals, spin blocks of D ----
four = CI(h[:6, :6], g[:6, :6, :6, :6], 2, 2)
s_val, s_vec = np.linalg.eigh(four.S2)
spin = {s: s_vec[:, abs(s_val - s * (s + 1)) < 1e-6] for s in (0, 1, 2)}


def coupling(s, t):
    return norm(spin[s].T @ (four.D[:, None] * spin[t]), 2)


c01, c12, c02 = coupling(0, 1), coupling(1, 2), coupling(0, 2)
assert c01 < 1e-9 and c12 < 1e-9 and c02 > 1e-4
few_open = np.sum(four.occ == 1, axis=1) <= 2
spread_two = abs(four.D - four.Dbar)[few_open].max()
spread_four = abs(four.D - four.Dbar)[~few_open].max()
assert spread_two < 1e-9 and spread_four > 1e-4

# ---- output ----
print(f'CH bond length {bond:.2f} angstrom; active orbitals {n}')
print(f'determinants: all {len(ci.D)}, A2 sector {dimA2}')
print(f'quartet ROHF energy {mf.e_tot:.6f} hartree')
print(f'K(sigma,pi) {Ksx:.5f}, K(pix,piy) {Kxy:.5f} hartree')
print('sigma pix piy levels relative to E_c (hartree), S2, swap:')
for k in range(3):
    print(f'  {block_e[k]-E_c:9.5f} {s2_block[k]:6.3f} {swap_block[k]:6.2f}')
print(f'three-determinant test: quartet amplitude {amp:.4f} 1/hartree')
print(f'  quartet weight of normalized correction {three_weight:.5f}')
print(f'max |[D,S2]| {comm_D_S2:.5f} hartree')
print(f'max |[Dbar,S2]| {comm_Dbar_S2:.1e} hartree')
print(f'max |[D,swap]| {comm_D_swap:.1e} hartree')
print('lowest level of each mirror sector (hartree), S2:')
for label, (e, s) in lowest.items():
    print(f'  {label:6s} {e+E_core:.6f} {s:.3f}')
print('A2 reference levels (hartree; eV above lowest of all):')
for label, e in (('4Sigma-', E_quartet), ('2Delta', E_delta),
                 ('2Sigma-', E_sigma)):
    print(f'  {label:8s} {e+E_core:.6f} {(e-E_lowest)*EV:.3f}')
print(f'first residual: norm {norm(r0):.5f} hartree')
print(f'first correction quartet weight: D {w_det:.3e}, Dbar {w_avg:.1e}')
print('run with D: iteration, E (hartree), |r| (hartree), S2')
step = max(1, -(-len(run_det) // 12))
for k in sorted(set(range(0, len(run_det), step)) | {len(run_det) - 1}):
    e, rn, s = run_det[k]
    print(f'  {k+1:3d} {e+E_core:.6f} {rn:.2e} {s:.5f}')
print(f'smallest |r| before S2 passes 2.25: {run_det[best,1]:.2e} hartree')
print(f'  at iteration {best+1}, S2 {run_det[best,2]:.6f}')
print(f'  quartet weight {(run_det[best,2]-0.75)/3:.2e}, '
      f'bound {(run_det[best,1]/gap_best)**2:.2e}')
print(f'seed amplitude {seed:.0e}; penalty lambda {lam:.2f} hartree')
print('other runs: iterations, final E (hartree), final S2')
for label, run in (('Dbar', run_avg), ('Dbar, impure', run_imp),
                   ('D, penalty', run_pen)):
    print(f'  {label:13s} {len(run):3d} {run[-1,0]+E_core:.6f} '
          f'{run[-1,2]:.6f}')
print(f'cation singlet run: {run_cat[-1,0]+E_core:.6f} hartree')
print(f'  missed triplet: {E_trip+E_core:.6f} hartree, '
      f'{(E_sing-E_trip)*EV:.3f} eV lower')
print(f'D coupling S=0/1 {c01:.1e}, S=1/2 {c12:.1e} hartree')
print(f'D coupling S=0/2 {c02:.5f} hartree')
print(f'max |D-Dbar|: up to 2 open shells {spread_two:.1e} hartree')
print(f'  4 open shells {spread_four:.5f} hartree')
print('PASS')
```

Running it gives:

```
CH bond length 1.10 angstrom; active orbitals 14
determinants: all 1274, A2 sector 283
quartet ROHF energy -38.273676 hartree
K(sigma,pi) 0.06476, K(pix,piy) 0.02949 hartree
sigma pix piy levels relative to E_c (hartree), S2, swap:
   -0.15901  3.750  -1.00
   -0.03527  0.750   1.00
    0.03527  0.750  -1.00
three-determinant test: quartet amplitude -1.1795 1/hartree
  quartet weight of normalized correction 0.01616
max |[D,S2]| 0.10691 hartree
max |[Dbar,S2]| 0.0e+00 hartree
max |[D,swap]| 3.0e-15 hartree
lowest level of each mirror sector (hartree), S2:
  A1     -38.187310 0.750
  A2     -38.290484 3.750
  x-odd  -38.308845 0.750
  y-odd  -38.308845 0.750
A2 reference levels (hartree; eV above lowest of all):
  4Sigma-  -38.290484 0.500
  2Delta   -38.187310 3.307
  2Sigma-  -38.132967 4.786
first residual: norm 0.34197 hartree
first correction quartet weight: D 2.340e-04, Dbar 3.7e-17
run with D: iteration, E (hartree), |r| (hartree), S2
    1 -38.079393 3.42e-01 0.75000
    2 -38.131498 5.80e-02 0.75002
    3 -38.132923 8.77e-03 0.75000
    4 -38.132967 1.88e-03 0.75003
    5 -38.261076 2.77e-01 3.73895
    6 -38.290276 2.31e-02 3.74978
    7 -38.290480 2.84e-03 3.75000
    8 -38.290484 3.65e-04 3.75000
    9 -38.290484 5.13e-05 3.75000
   10 -38.290484 5.70e-06 3.75000
   11 -38.290484 8.71e-07 3.75000
smallest |r| before S2 passes 2.25: 1.88e-03 hartree
  at iteration 4, S2 0.750026
  quartet weight 8.50e-06, bound 1.43e-04
seed amplitude 1e-03; penalty lambda 0.20 hartree
other runs: iterations, final E (hartree), final S2
  Dbar            8 -38.132967 0.750000
  Dbar, impure   11 -38.290484 3.750000
  D, penalty     10 -38.132967 0.750000
cation singlet run: -37.763826 hartree
  missed triplet: -37.879064 hartree, 3.136 eV lower
D coupling S=0/1 2.6e-15, S=1/2 1.2e-15 hartree
D coupling S=0/2 0.06209 hartree
max |D-Dbar|: up to 2 open shells 1.1e-15 hartree
  4 open shells 0.08266 hartree
PASS
```
